# Inverse-square-root edges in the ion energy spectrum of an rf sheath

A wafer in a plasma etcher carries a radiofrequency bias. Positive ions leave the plasma, cross the sheath in front of the wafer and strike it. Although they all enter with nearly the same speed, they do so at different moments of the rf cycle and gain different energies. If they arrive at the sheath edge at a steady rate, no entry phase is preferred. Why, then, should the impact energies pile up at the two ends of their range?

The answer has two parts: a mechanical map from entry phase to impact energy, and a property of smooth maps near their extrema. The second part is derived below in two ways.

## From entry phase to impact energy

Ions of charge $e$ and mass $M$ enter at $x=0$ with speed $u_0>0$ and hit the wall at $x=s$. The model has no collisions, a fixed width $s$ and a uniform field $V(t)/s$, with

$$V(t)=V_0+V_1\sin\omega t,\qquad 0\le V_1<V_0 .$$

Only the force $eV/s$ enters, so the formulas read the same in Gaussian and SI units. The acceleration is

$$a(t)=\frac{eV(t)}{Ms}=a_0+a_1\sin\omega t .$$

For entry at $t_0$, let $\tau=t-t_0$. Two integrations give

$$v=u_0+a_0\tau-\frac{a_1}{\omega}(\cos\omega t-\cos\omega t_0),$$

$$x=u_0\tau+\frac{a_0\tau^2}{2}+\frac{a_1}{\omega}\tau\cos\omega t_0-\frac{a_1}{\omega^2}(\sin\omega t-\sin\omega t_0).$$

Since $a>0$, the speed never falls below $u_0$, and each ion reaches the wall once, at a time $t_f$ fixed by $x(t_f;t_0)=s$. There $\partial x/\partial t=v>0$, so the implicit function theorem makes $t_f$ a smooth function of $t_0$. The impact energy $E=Mv_f^2/2$ is therefore a smooth function of the entry phase $\varphi=\omega t_0$. It has period $2\pi$, because delaying entry by one rf period delays the whole trajectory by one period.

To find the slope of this map, differentiate at fixed $t$:

$$\frac{\partial v}{\partial t_0}=-a_0-a_1\sin\omega t_0=-a_i,$$

$$\frac{\partial x}{\partial t_0}=-u_0-a_0\tau-\frac{a_1}{\omega}\cos\omega t_0-a_1\tau\sin\omega t_0+\frac{a_1}{\omega}\cos\omega t_0=-(u_0+a_i\tau).$$

Subscripts $i$ and $f$ mean entry and impact, and $T=t_f-t_0$. Since $x(t_f;t_0)$ stays equal to $s$,

$$v_f\frac{dt_f}{dt_0}-(u_0+a_iT)=0,\qquad \frac{dt_f}{dt_0}=\frac{u_0+a_iT}{v_f}.$$

The impact speed changes by $dv_f/dt_0=-a_i+a_f\,dt_f/dt_0$. Multiplying by $Mv_f$ and dividing by $\omega$,

$$E'(\varphi)=\frac{M}{\omega}\left[a_f(u_0+a_iT)-a_iv_f\right].$$

At an extremum the speed lost by entering later, $a_i\,dt_0$, balances the speed gained by arriving later, $a_f\,dt_f$.

The curvature follows by differentiating the bracket once more:

$$\dot a_f\frac{dt_f}{dt_0}(u_0+a_iT)+a_f\left[\dot a_iT+a_i\left(\frac{dt_f}{dt_0}-1\right)\right]-\dot a_iv_f-a_i\frac{dv_f}{dt_0}.$$

At a critical point $dv_f/dt_0=0$, $dt_f/dt_0=a_i/a_f$ and $u_0+a_iT=v_fa_i/a_f$. Hence

$$E''(\varphi_c)=\frac{M}{\omega^2}\left[\dot a_f\left(\frac{a_i}{a_f}\right)^2v_f+\dot a_i(a_fT-v_f)+a_i(a_i-a_f)\right].$$

## The statement about the spectrum

A constant entry flux gives the probability $d\varphi/2\pi$ to each phase interval. Let $f(E)$ be the resulting energy distribution per ion, with unit integral. Consider a critical point $\varphi_c$ with energy $E_c$ and $k=E''(\varphi_c)\ne0$; such a point is called nondegenerate. At a distance $\delta$ from $E_c$, on the side where the map has values near $\varphi_c$, the claim is

$$f\simeq\frac{1}{\pi\sqrt{2|k|\delta}}\qquad(\delta\to0^+).$$

Assume that all critical points are nondegenerate. They are then isolated, and on a circle this makes them finite in number. I take a minimum, $k>0$; a maximum follows by replacing $E$ with $-E$. Phases away from critical points at the level $E_c$ have slopes bounded away from zero, so they add a bounded amount to $f$. Several critical points at one level and on one side add their singular terms.

## First derivation: count the phases

Let $E$ have three continuous derivatives and put $x=\varphi-\varphi_c$, now a phase difference. Since $E'(\varphi_c)=0$, Taylor's formula with integral remainder reads

$$E-E_c=x^2g(x),\qquad g(x)=\int_0^1(1-t)E''(\varphi_c+tx)\,dt .$$

Here $g(0)=k/2$, and $g$ has a continuous derivative because $E''$ has one. Define

$$y=xh(x),\qquad h(x)=\sqrt{2g(x)/k},\qquad h(0)=1 .$$

Then $E-E_c=ky^2/2$ without remainder. Moreover $dy/dx=h+xh'$ equals 1 at the origin and differs from 1 by $O(x)$ nearby. The relation can be inverted to $x=X(y)$, with $X'(y)=1+O(y)$.

Ions from this neighbourhood with energy below $E_c+\delta$ have $-Y<y<Y$, where $Y=\sqrt{2\delta/k}$. Their share of all ions is

$$F(\delta)=\frac{X(Y)-X(-Y)}{2\pi}=\frac1\pi\sqrt{\frac{2\delta}{k}}+O(\delta).$$

From $Y^2=2\delta/k$ we have $dY/d\delta=1/(kY)=1/\sqrt{2k\delta}$. The spectrum is the derivative of the count:

$$\frac{dF}{d\delta}=\frac{X'(Y)+X'(-Y)}{2\pi}\frac{dY}{d\delta}=\frac{2+O(\sqrt\delta)}{2\pi\sqrt{2k\delta}}=\frac{1}{\pi\sqrt{2k\delta}}+O(1).$$

This is the claim, with a bounded remainder. The peak is infinite in height but holds a finite share of the ions, which vanishes with the width considered: near a global extremum, the share within $\Delta$ of the edge is $(1/\pi)\sqrt{2\Delta/|k|}$ to leading order. An energy analyser with finite bins records a finite peak.

## Second derivation: follow the slope

Now let $E$ have only two continuous derivatives. At an energy where no preimage has zero slope, each preimage $\varphi_j$ contributes a phase interval $d\varphi=dE/|E'(\varphi_j)|$. Therefore

$$f(E)=\sum_j\frac{1}{2\pi|E'(\varphi_j)|}.$$

We need the slope as a function of energy. Because $(E'^2)'=2E'E''$ and $E'(\varphi_c)=0$,

$$E'(\varphi)^2=2\int_{\varphi_c}^{\varphi}E''E'\,d\varphi' .$$

Close to the minimum, continuity keeps $E''$ between $k-\eta$ and $k+\eta$, with $\eta\to0$ as the neighbourhood shrinks. The slope is positive on the right of $\varphi_c$, and $\int E'd\varphi'=\delta$. So

$$2(k-\eta)\delta\le E'^2\le2(k+\eta)\delta .$$

On the left both the slope and the direction of integration change sign, and the same bounds hold. Each side has one preimage, since the slope has one sign there. The two contributions give

$$2\cdot\frac{1}{2\pi\sqrt{2k\delta}}\,[1+o(1)]=\frac{1}{\pi\sqrt{2k\delta}}\,[1+o(1)].$$

This is the kinematics of a body starting from rest. Phase plays the part of time, energy that of distance and slope that of velocity. The squared velocity grows in proportion to the distance covered, and the body spends most time per unit distance near its starting point.

## What each derivation assumes

Both need a uniform phase and $k\ne0$; neither uses the sheath model beyond the smoothness of $E(\varphi)$. The count assumes a third continuous derivative and returns a local coordinate, the share of ions near the edge and a bounded remainder. The slope argument needs one derivative fewer, but its remainder is only known to be small relative to the leading term. If the third derivative is granted, $E''=k+O(\sqrt\delta)$, and the slope argument also gives an $O(1)$ remainder.

If the entry phase has a continuous density $p(\varphi)$ instead of $1/2\pi$, each term of the preimage sum becomes $p(\varphi_j)/|E'(\varphi_j)|$. Both preimages tend to $\varphi_c$, so the edge coefficient is multiplied by $2\pi p(\varphi_c)$. The singularity keeps its position and exponent unless $p(\varphi_c)=0$.

## When is an extremum nondegenerate?

Smoothness alone does not secure $k\ne0$. A constant $E$ gives a single sharp line. If $|E-E_c|$ grows as $|x|^n$, the phase width within $\delta$ grows as $\delta^{1/n}$ and the density as $\delta^{1/n-1}$. A quartic extremum thus gives $\delta^{-3/4}$, and a cubic inflection gives $\delta^{-2/3}$ on both sides.

Such cases are exceptional in the following sense. Add a small term $a\cos\varphi+b\sin\varphi$ to a map with three continuous derivatives. The new map has a degenerate critical point at $\varphi$ if

$$E'-a\sin\varphi+b\cos\varphi=0,\qquad E''-a\cos\varphi-b\sin\varphi=0 .$$

Multiply the first equation by $\sin\varphi$, the second by $\cos\varphi$, and add. Then multiply the first by $\cos\varphi$, the second by $\sin\varphi$, and subtract. The result is

$$a=E'\sin\varphi+E''\cos\varphi,\qquad b=-E'\cos\varphi+E''\sin\varphi .$$

For each phase there is one bad pair $(a,b)$. As $\varphi$ runs round the circle the bad pairs trace a curve with bounded speed, say at most $L$. Cut the circle into $n$ arcs: each image lies in a disc of radius $2\pi L/n$, and the total area is at most $n\pi(2\pi L/n)^2$, which tends to zero. So almost every pair, however small, leaves only nondegenerate critical points. The perturbed map is then not constant, and its maximum and minimum both carry inverse-square-root edges.

This is what "generic" means here. It does not promise that every setting of a reactor is nondegenerate: as a voltage or frequency is varied, critical points may merge at particular values.

The map $\cos\varphi-\frac14\cos2\varphi$ illustrates the point. Its slope is $-\sin\varphi(1-\cos\varphi)\simeq-\varphi^3/2$, so its maximum is quartic. Counting uniformly spaced phases near the maximum gives a share growing as $\delta^{0.250}$. After adding $0.05(\cos\varphi+\sin\varphi)$, the exponent close to the new maximum is 0.501, in agreement with one half.

## Weak modulation and two limits of frequency

The force does work at the rate $eVv/s$. Since $\int v\,dt=s$, the impact energy in the uniform field is

$$E=\frac{Mu_0^2}{2}+eV_0+\frac{eV_1}{s}\int_{t_0}^{t_f}v\sin\omega t\,dt .$$

For small $V_1$ the last integral may be taken along the static path $v=u_0+a_0\tau$, with transit time $T_0$ and final speed $v_s$. Write $E_0=Mu_0^2/2+eV_0$. Then

$$E\simeq E_0+eV_1\,\mathrm{Im}\left(e^{i\varphi}G\right),\qquad G=\int_0^{T_0}\frac{v}{s}e^{i\omega\tau}d\tau .$$

This is a sine of amplitude $A=eV_1|G|$. Its two preimages at each energy have $|E'|=\sqrt{A^2-(E-E_0)^2}$, so

$$f(E)=\frac{1}{\pi\sqrt{A^2-(E-E_0)^2}} .$$

At a distance $\delta$ inside either edge the root is $\sqrt{2A\delta-\delta^2}$, which agrees with the general law for $|k|=A$. Integration by parts gives

$$G=\frac{v_se^{i\omega T_0}-u_0}{i\omega s}+\frac{a_0}{\omega^2s}\left(e^{i\omega T_0}-1\right).$$

For $\omega T_0\gg1$ and $u_0\ll v_s$ the first term in $v_s$ dominates, and the splitting $2A$ tends to $2eV_1v_s/(\omega s)$: the ion averages over many cycles. For $\omega T_0\to0$ the definition gives $G\to1$, and the splitting is $2eV_1$: the ion feels the voltage of one instant.

## An argon example

Take Ar$^+$ with $V_0=200$ V, $V_1=150$ V, $s=1$ mm and a frequency of 13.56 MHz. The entry speed is $\sqrt{k_BT_e/M}=2.692$ km/s for an electron temperature of 3 eV, which means an entry energy of 1.5 eV. In the static field the final energy is 201.5 eV, so

$$v_s=2.692\sqrt{201.5/1.5}=31.2\ \mathrm{km/s},\qquad T_0=\frac{2s}{u_0+v_s}=59.0\ \mathrm{ns},$$

or 0.80 of a period. This is neither frequency limit.

The full map has two critical points. The minimum, 141.9 eV, belongs to entry at 1.406 rad, and the maximum, 264.8 eV, to entry at 3.794 rad. The work integral explains the order. The slowest ions fly for 0.7585 periods and land at $1.406+4.766=6.17$ rad, just before $2\pi$. They make the last and fastest part of the flight while $V<V_0$. The most energetic ions land at $3.794+5.681=9.47$ rad, just after $3\pi$, and make almost all of that part while $V>V_0$.

The splitting is 122.9 eV. The first-order formula gives $2\times150\times0.4199=126.0$ eV, 2.5% more; the high-frequency form gives 109.9 eV, 11% less. First order misses the shape, however. It predicts a curvature of 63 eV/rad² at both edges, whereas the full map has 183.7 at the low edge and 16.5 in magnitude at the high edge. The high-energy peak is therefore stronger by $\sqrt{183.7/16.5}=3.3$ at equal small distance. The mean energy is 223.1 eV, not 201.5 eV, another effect beyond first order.

At 1 eV inside the low edge the law gives

$$f=\frac{1}{\pi\sqrt{2\times183.7\times1}}=0.0166\ \mathrm{eV^{-1}},$$

against 0.0167 from the preimage sum. At the high edge the convergence is slower:

| Distance inside high edge | Preimage sum (1/eV) | Edge law (1/eV) |
|---|---|---|
| 10 eV | 0.0130 | 0.0175 |
| 1 eV | 0.0699 | 0.0554 |
| 0.1 eV | 0.179 | 0.175 |
| 0.01 eV | 0.555 | 0.554 |

The slope relation shows what the deviations mean. On each branch $E'^2=2\bar k\delta$, where $\bar k$ is the magnitude of the curvature averaged over the energy interval. The excess at 1 eV requires a smaller $\bar k$ than the peak value on at least one branch, and the deficit at 10 eV a larger one. The outermost 1 eV holds 12.0% of the ions at the high edge and 3.3% at the low edge.

## Beside a real etcher

These inputs are rough typical values for a biased inductively coupled argon plasma. One assumption that is clearly broken is the uniform field in a fixed sheath. With voltages, width and entry speed held fixed, a static Child-law profile, with field proportional to $x^{1/3}$, gives a splitting of 142.5 eV, 16% above the uniform-field value. If instead the electron edge moves through a fixed ion density proportional to $x^{-2/3}$, scaled so that the edge reaches $x=0$ at the peak voltage, the splitting is 115.5 eV, 6% below it. The relative strength of the two peaks is far more sensitive to the field profile than the splitting is. The outermost 5 eV at the low and high edges hold about 7.5% and 30% of the ions in the uniform field, 9% and 10% in the Child-law profile, and 17% and 6% with the moving edge, where the low-energy peak is the stronger one. The mean energy is about 206 eV for the Child-law profile and 187 eV for the moving edge, instead of 223 eV. The stronger high-energy peak of the example thus belongs to the uniform field and is not a prediction for a reactor. These are model estimates too, and harmonics of the sheath voltage are not included.

At 5 mTorr and 300 K, a rough cross section of $5\times10^{-15}$ cm² gives a mean free path of about 12 mm and a collision probability of about 8%. Ions that collide leave the collisionless spectrum.

Thermal spread sets a limit on the edge law itself. For an ion temperature of 0.05 eV, one standard deviation of entry speed shifts the low edge by about 0.2 eV and the high edge by about 0.7 eV. This rounds the singularities. At the low edge there remains a range, from about 1 to 10 eV, where the law is useful; at 10 eV it is 7% below the preimage sum. At the high edge there is hardly any: the law is accurate at 0.1 eV, where the rounding dominates, and is already 21% below the preimage sum at 1 eV.

Finally, the Child law at the mean voltage $V_0$ implies an edge density near $5.7\times10^{10}$ cm$^{-3}$ and an ion plasma frequency of 7.9 MHz. The Child law neglects the ions' entry speed and the electrons in the sheath; including both raises the frequency by an amount that depends on the field assumed at the sheath edge. With $\lambda_D$ the Debye length, it is about 9 MHz for an edge field of $k_BT_e/(e\lambda_D)$, 12 MHz for a tenth of that field and 16 MHz for a hundredth. These values are comparable to the drive frequency, so a steady entry flux is an approximation. For illustration, an entry density proportional to $1+0.5\sin\varphi$ would multiply the low-edge coefficient by 1.49 and the high-edge coefficient by 0.70. The edge energies and the exponent would stay as they are. The remaining values are in the numerical output below.

## Table of computed values

```
frequency = 13.56 MHz
V0, V1 = 200, 150 V; width s = 1.00 mm
electron, ion temperature = 3.00, 0.05 eV
entry speed = 2.692 km/s; entry energy = 1.50 eV
energy scale M(omega s)^2 = 3005.5 eV
static transit = 5.0280 rad = 0.8002 periods
static transit time = 59.01 ns
number of critical points = 2
low edge: phase = 1.40609 rad, energy = 141.914 eV
low edge: curvature = 183.726 eV/rad^2
low edge: transit = 0.7585 periods
high edge: phase = 3.79386 rad, energy = 264.819 eV
high edge: curvature = -16.508 eV/rad^2
high edge: transit = 0.9041 periods
exact splitting = 122.905 eV
mean impact energy = 223.138 eV
|G| = 0.41993; first-order splitting = 125.980 eV
high-frequency splitting estimate = 109.854 eV
density at mid energy = 0.003843 1/eV
low edge, 10 eV inside: f = 0.00567, law = 0.00525 1/eV
low edge, 1 eV inside: f = 0.01673, law = 0.01661 1/eV
low edge, 0.1 eV inside: f = 0.05255, law = 0.05251 1/eV
low edge, 0.01 eV inside: f = 0.16607, law = 0.16605 1/eV
low outer 1 eV: counted = 0.03329, law = 0.03321
low edge thermal shift = 0.204 eV
high edge, 10 eV inside: f = 0.01295, law = 0.01752 1/eV
high edge, 1 eV inside: f = 0.06985, law = 0.05540 1/eV
high edge, 0.1 eV inside: f = 0.17917, law = 0.17518 1/eV
high edge, 0.01 eV inside: f = 0.55521, law = 0.55397 1/eV
high outer 1 eV: counted = 0.11996, law = 0.11079
high edge thermal shift = 0.685 eV
count exponents low, high = 0.5003, 0.5016
count exponent quartic, cubic = 0.2501, 0.3334
count exponent after perturbation = 0.5011
Child field: range = 133.43 to 275.95 eV
Child field: splitting = 142.51 eV
moving edge: range = 145.95 to 261.42 eV
moving edge: splitting = 115.47 eV
pressure = 5.0 mTorr at 300 K
rough cross section = 5.0e-15 cm^2
ion mean free path = 12.43 mm
collision probability = 0.0773
Child-law edge density = 5.672e+10 cm^-3
ion plasma frequency = 7.92 MHz
```
